# When quasiparticle corrections to band offsets reduce to bulk edge shifts: a test that failed at first

The program, its output, the diagnosis and the repair follow.

```python
"""Result under test: a quasiparticle correction changes a valence-band offset by
    (difference of bulk edge shifts) + (change of electrostatic lineup),
where the lineup changes only through the density.  A correction with valence and
conduction shifts dv, dc drives the density like the local potential w=(dv+dc)/2:
    lineup change = -(1 - 1/eps) * step(w),
while a bare interface dipole error survives as bare/eps.
Model: dimerized chains A and B (hoppings strong, weak), two electrons per cell,
each site a charged sheet (spacing SPACING, area AREA per chain), Hartree potential
self-consistent.  All steps are B minus A.  Hartree atomic units throughout.
"""
import numpy as np
from scipy import constants

HARTREE_EV = constants.physical_constants["Hartree energy in eV"][0]
CELLS = 36                      # cells of each material in the periodic junction
SITES = 4 * CELLS
OCC = SITES // 2
SPACING, AREA = 3.0, 20.0
MAT_A, MAT_B = (0.12, 0.07), (0.14, 0.06)
LEVEL_STEP = 0.05               # bare site-level difference
STEP = np.where(np.arange(SITES) < 2 * CELLS, -0.5, 0.5)
MID_A = slice(CELLS - 2, CELLS + 2)
MID_B = slice(3 * CELLS - 2, 3 * CELLS + 2)

identity = np.eye(SITES)
laplacian = (np.roll(identity, 1, axis=0) + np.roll(identity, -1, axis=0)
             - 2 * identity)
COULOMB = -(4 * np.pi * SPACING / AREA) * np.linalg.pinv(
    laplacian, rcond=1e-10, hermitian=True)


def bond_matrix(pair_a, pair_b):
    """Symmetric nearest-neighbour matrix; interface bonds take the mean weak value."""
    values = np.concatenate([np.tile(pair_a, CELLS), np.tile(pair_b, CELLS)])
    values[[2 * CELLS - 1, SITES - 1]] = 0.5 * (pair_a[1] + pair_b[1])
    matrix = np.zeros((SITES, SITES))
    for i, value in enumerate(values):
        j = (i + 1) % SITES
        matrix[i, j] = matrix[j, i] = value
    return matrix


def far_step(potential):
    return potential[MID_B].mean() - potential[MID_A].mean()


def inverse_dielectric(hamiltonian):
    """Inverse of 1 - v chi0, with chi0 from the explicit sum over states."""
    e, c = np.linalg.eigh(hamiltonian)
    pairs = (c[:, :OCC, None] * c[:, None, OCC:]).reshape(SITES, -1)
    gaps = (e[None, OCC:] - e[:OCC, None]).ravel()
    chi0 = -4 * (pairs / gaps) @ pairs.T
    return np.linalg.inv(identity - COULOMB @ chi0)


def self_consistent(h_local, sigma=None):
    """Return Hartree potential, full Hamiltonian and one-spin projector."""
    precondition = inverse_dielectric(h_local)
    occupied = np.linalg.eigh(h_local)[1][:, :OCC]
    projector = occupied @ occupied.T
    hartree = np.zeros(SITES)
    for _ in range(300):
        h = h_local + np.diag(hartree)
        if sigma is not None:
            h = h + sigma(projector)
        occupied = np.linalg.eigh(h)[1][:, :OCC]
        new = occupied @ occupied.T
        residual = COULOMB @ (2 * np.diag(new) - 1) - hartree
        error = max(np.abs(residual).max(), np.abs(new - projector).max())
        hartree = hartree + precondition @ residual
        projector = new
        if error < 1e-10:
            return hartree, h, projector
    raise RuntimeError("self-consistency not reached")


def deep_valence_edge(h, cell):
    """Valence edge at the zone boundary from the junction's own deep-cell rows."""
    rows = h[2 * cell:2 * cell + 2].reshape(2, 2 * CELLS, 2)
    signs = (-1.0) ** (np.arange(2 * CELLS) - cell)
    folded = np.einsum("irj,r->ij", rows, signs)
    return np.linalg.eigvalsh(0.5 * (folded + folded.T))[0]


def direct_offset(h):
    return (deep_valence_edge(h, 3 * CELLS // 2 - 1)
            - deep_valence_edge(h, CELLS // 2 - 1))


def bulk_permittivity(strong, weak):
    """Closed bulk formula, including the field between the two sheets of a cell."""
    theta = (np.arange(4000) + 0.5) * np.pi / 4000
    total, diff = strong + weak, strong - weak
    f = np.sqrt((total * np.cos(theta))**2 + (diff * np.sin(theta))**2)
    z_cv = 0.5 * SPACING * total * diff / f**2
    s_cv = 0.5
    a_zz, a_zs, a_ss = (2 * np.mean(x / f) for x in
                        (z_cv**2, z_cv * s_cv, s_cv**2 + 0 * f))
    kappa = 2 * np.pi * SPACING / AREA
    alpha = a_zz - kappa * a_zs**2 / (1 + kappa * a_ss)
    return 1 + 4 * np.pi * alpha / (2 * SPACING * AREA)


def bulk_exchange_shift(strong, weak, strength):
    """Valence-edge shift of the infinite crystal with bond exchange."""
    cosine = np.cos((np.arange(4000) + 0.5) * 2 * np.pi / 4000)
    s, w = strong, weak
    for _ in range(200):
        f = np.sqrt(s * s + w * w + 2 * s * w * cosine)
        s, w = (strong + 0.5 * strength * np.mean((s + w * cosine) / f),
                weak + 0.5 * strength * np.mean((w + s * cosine) / f))
    return -((s - w) - (strong - weak))


def show(label, value, unit="Ha", digits=5):
    print(f"{label}: {value:.{digits}f} {unit}".rstrip())


show("sheet spacing", SPACING, "bohr", 1)
show("area per chain", AREA, "bohr^2", 1)
print("cells per material:", CELLS)
for name, mat in (("A", MAT_A), ("B", MAT_B)):
    print(f"{name} strong, weak hopping: {mat[0]:.3f}, {mat[1]:.3f} Ha")
    show(f"{name} uncorrected gap", 2 * (mat[0] - mat[1]), digits=3)
    uniform = -bond_matrix(mat, mat)
    from_step = 1 / far_step(inverse_dielectric(uniform) @ STEP)
    from_bulk = bulk_permittivity(*mat)
    assert abs(from_step / from_bulk - 1) < 2e-3
    show(f"{name} permittivity, bulk formula", from_bulk, "", 4)
    show(f"{name} permittivity, step response", from_step, "", 4)

# Uncorrected junction: lineup from density, offset from two roads
hopping = -bond_matrix(MAT_A, MAT_B)
h_start = hopping + np.diag(LEVEL_STEP * STEP)
v_ref, h_ref, p_ref = self_consistent(h_start)
lineup_ref = far_step(v_ref)
density_ref = 2 * np.diag(p_ref)
half = slice(CELLS, 3 * CELLS)
position = SPACING * np.arange(SITES)
dipole_lineup = -4 * np.pi / AREA * np.sum(position[half] * (1 - density_ref[half]))
assert abs(dipole_lineup - lineup_ref) < 1e-5
bulk_step = LEVEL_STEP - (MAT_B[0] - MAT_B[1]) + (MAT_A[0] - MAT_A[1])
offset_ref = direct_offset(h_ref)
assert abs(offset_ref - bulk_step - lineup_ref) < 1e-5
fraction = far_step(inverse_dielectric(h_ref) @ STEP)
show("bare site-level step", LEVEL_STEP, digits=3)
show("electrons moved to A per interface and chain",
     np.sum(density_ref[CELLS:2 * CELLS] - 1), "")
show("lineup from potential", lineup_ref)
show("lineup from dipole moment", dipole_lineup)
show("bulk valence-edge step", bulk_step)
show("valence offset read in junction", offset_ref)
show("interface permittivity", 1 / fraction, "", 4)

# Gap corrections given by valence and conduction shifts in each material
for name, shifts_a, shifts_b in (("symmetric", (-0.01, 0.01), (-0.03, 0.03)),
                                 ("asymmetric", (-0.01, 0.01), (-0.04, 0.02))):
    dv = np.where(STEP < 0, shifts_a[0], shifts_b[0])
    dc = np.where(STEP < 0, shifts_a[1], shifts_b[1])

    def scissors(p):
        q = identity - p
        return 0.5 * (p * dv + dv[:, None] * p + q * dc + dc[:, None] * q)

    v, h, p = self_consistent(h_start, scissors)
    change = far_step(v) - lineup_ref
    edge_change = shifts_b[0] - shifts_a[0]
    midgap_step = 0.5 * (sum(shifts_b) - sum(shifts_a))
    predicted = -(1 - fraction) * midgap_step
    offset_change = direct_offset(h) - offset_ref
    density_change = np.abs(2 * np.diag(p) - density_ref).max()
    assert abs(change - predicted) < 0.03 * abs(midgap_step) + 1e-7
    assert abs(offset_change - edge_change - change) < 2e-5
    if name == "symmetric":
        assert density_change < 1e-7
    print(f"{name}: shifts A {shifts_a}, B {shifts_b} Ha")
    print(f"  largest site-density change: {density_change:.1e} electrons")
    print(f"  bulk edge part {edge_change:.5f}, midgap step {midgap_step:.5f} Ha")
    print(f"  lineup change {change:.5f}, predicted {predicted:.5f} Ha")
    show("  offset change read in junction", offset_change)

# Bare charge-transfer error: electrons moved by hand across each interface bond
moved = 0.005
extra = np.zeros(SITES)
extra[[2 * CELLS - 1, 0]] = moved
extra[[2 * CELLS, SITES - 1]] = -moved
bare_potential = COULOMB @ extra
bare = far_step(bare_potential)
v, h, p = self_consistent(h_start + np.diag(bare_potential))
survived = bare + far_step(v) - lineup_ref
assert abs(bare + 4 * np.pi * moved * SPACING / AREA) < 1e-9
assert abs(survived / (bare * fraction) - 1) < 0.05
show("bare error: electrons moved per chain", moved, "", 4)
show("  bare lineup error", bare)
show("  error after relaxation", survived)
show("  bare error / interface permittivity", bare * fraction)

# Nonlocal bond exchange, unequal and equal strengths
fraction_start = far_step(inverse_dielectric(hopping) @ STEP)
for name, k_a, k_b in (("unequal exchange", 0.03, 0.10),
                       ("equal exchange", 0.05, 0.05)):
    strengths = bond_matrix((k_a, k_a), (k_b, k_b))

    def exchange(p):
        return -strengths * p

    v, h, p = self_consistent(h_start, exchange)
    change = far_step(v) - lineup_ref
    shift_a = bulk_exchange_shift(*MAT_A, k_a)
    shift_b = bulk_exchange_shift(*MAT_B, k_b)
    edge_change = shift_b - shift_a
    offset_change = direct_offset(h) - offset_ref
    h_level = self_consistent(hopping, exchange)[1]
    fraction_new = far_step(inverse_dielectric(h_level) @ STEP)
    predicted = LEVEL_STEP * (fraction_new - fraction_start)
    assert abs(offset_change - edge_change - change) < 2e-5
    assert abs(change / predicted - 1) < 0.2
    if name == "unequal exchange":
        assert abs(change) < 0.25 * abs(edge_change)
    print(f"{name}: strengths A {k_a:.2f}, B {k_b:.2f} Ha")
    print(f"  valence-edge shifts A {shift_a:.5f}, B {shift_b:.5f} Ha")
    print(f"  interface permittivity {1 / fraction_start:.4f} -> "
          f"{1 / fraction_new:.4f}")
    print(f"  lineup change {change:.5f}, predicted {predicted:.5f} Ha")
    print(f"  bulk edge part {edge_change:.5f} Ha = "
          f"{edge_change * HARTREE_EV:.3f} eV")
    print(f"  offset change in junction {offset_change:.5f} Ha = "
          f"{offset_change * HARTREE_EV:.3f} eV")
    show("  |lineup change / bulk edge part|", abs(change / edge_change), "", 3)

print("checks complete")
```

It fails:

```
sheet spacing: 3.0 bohr
area per chain: 20.0 bohr^2
cells per material: 36
A strong, weak hopping: 0.120, 0.070 Ha
A uncorrected gap: 0.100 Ha
Traceback (most recent call last):
  File "check.py", line 128, in <module>
    assert abs(from_step / from_bulk - 1) < 2e-3
           ^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^
AssertionError
```

The author's reading of the failure: The fault was in the physics: the first program assumed that a potential step of any sharpness survives as 1/ε in a homogeneous crystal. That holds for a step spread evenly over a whole cell, but a step across a single bond survives as f = (microscopic field in that bond)/(applied displacement field), which differs between weak and strong bonds. The permittivity is now tested with a one-cell ramp at the same tolerance of 0.002, and the sharp step that failed is kept and tested, on both kinds of bond, against a closed local-field formula with an absolute tolerance of 0.0005. At the junction the stated law now uses the local surviving fraction f, no longer called an interface permittivity; the later tests and their tolerances are unchanged.

Diff:

```diff
@@ -3,6 +3,9 @@
 where the lineup changes only through the density.  A correction with valence and
 conduction shifts dv, dc drives the density like the local potential w=(dv+dc)/2:
-    lineup change = -(1 - 1/eps) * step(w),
-while a bare interface dipole error survives as bare/eps.
+    lineup change = -(1 - f) * step(w),
+while a bare interface dipole error survives as f * bare.  Here f is the fraction of
+an imposed step that survives relaxation.  In a homogeneous crystal f = 1/eps for a
+step spread evenly over a cell, and f = (local field)/(displacement field) for a
+step inside one bond.
 Model: dimerized chains A and B (hoppings strong, weak), two electrons per cell,
 each site a charged sheet (spacing SPACING, area AREA per chain), Hartree potential
@@ -19,5 +22,7 @@
 MAT_A, MAT_B = (0.12, 0.07), (0.14, 0.06)
 LEVEL_STEP = 0.05               # bare site-level difference
-STEP = np.where(np.arange(SITES) < 2 * CELLS, -0.5, 0.5)
+STEP = np.where(np.arange(SITES) < 2 * CELLS, -0.5, 0.5)   # sharp, at weak bonds
+STEP_STRONG = np.roll(STEP, 1)                             # sharp, at strong bonds
+RAMP = 0.5 * (STEP + STEP_STRONG)                          # even over one cell
 MID_A = slice(CELLS - 2, CELLS + 2)
 MID_B = slice(3 * CELLS - 2, 3 * CELLS + 2)
@@ -88,16 +93,20 @@
 
 
-def bulk_permittivity(strong, weak):
-    """Closed bulk formula, including the field between the two sheets of a cell."""
+def bulk_screening(strong, weak):
+    """Permittivity and field/displacement ratios in the weak and strong bond,
+    from momentum averages over the infinite crystal."""
     theta = (np.arange(4000) + 0.5) * np.pi / 4000
     total, diff = strong + weak, strong - weak
     f = np.sqrt((total * np.cos(theta))**2 + (diff * np.sin(theta))**2)
-    z_cv = 0.5 * SPACING * total * diff / f**2
-    s_cv = 0.5
+    z_cv = 0.5 * SPACING * total * diff / f**2      # position element
+    s_cv = 0.5                                      # half site-difference element
     a_zz, a_zs, a_ss = (2 * np.mean(x / f) for x in
                         (z_cv**2, z_cv * s_cv, s_cv**2 + 0 * f))
     kappa = 2 * np.pi * SPACING / AREA
     alpha = a_zz - kappa * a_zs**2 / (1 + kappa * a_ss)
-    return 1 + 4 * np.pi * alpha / (2 * SPACING * AREA)
+    permittivity = 1 + 4 * np.pi * alpha / (2 * SPACING * AREA)
+    contrast = kappa * a_zs / (SPACING * (1 + kappa * a_ss))
+    return (permittivity, (1 + contrast) / permittivity,
+            (1 - contrast) / permittivity)
 
 
@@ -123,10 +132,18 @@
     print(f"{name} strong, weak hopping: {mat[0]:.3f}, {mat[1]:.3f} Ha")
     show(f"{name} uncorrected gap", 2 * (mat[0] - mat[1]), digits=3)
-    uniform = -bond_matrix(mat, mat)
-    from_step = 1 / far_step(inverse_dielectric(uniform) @ STEP)
-    from_bulk = bulk_permittivity(*mat)
-    assert abs(from_step / from_bulk - 1) < 2e-3
+    response = inverse_dielectric(-bond_matrix(mat, mat))
+    from_ramp = 1 / far_step(response @ RAMP)
+    weak_step = far_step(response @ STEP)
+    strong_step = far_step(response @ STEP_STRONG)
+    from_bulk, weak_bulk, strong_bulk = bulk_screening(*mat)
     show(f"{name} permittivity, bulk formula", from_bulk, "", 4)
-    show(f"{name} permittivity, step response", from_step, "", 4)
+    show(f"{name} permittivity, one-cell ramp", from_ramp, "", 4)
+    print(f"{name} surviving fraction, weak bond: formula {weak_bulk:.4f}, "
+          f"step {weak_step:.4f}")
+    print(f"{name} surviving fraction, strong bond: formula {strong_bulk:.4f}, "
+          f"step {strong_step:.4f}")
+    assert abs(from_ramp / from_bulk - 1) < 2e-3
+    assert abs(weak_step - weak_bulk) < 5e-4
+    assert abs(strong_step - strong_bulk) < 5e-4
 
 # Uncorrected junction: lineup from density, offset from two roads
@@ -151,5 +168,5 @@
 show("bulk valence-edge step", bulk_step)
 show("valence offset read in junction", offset_ref)
-show("interface permittivity", 1 / fraction, "", 4)
+show("surviving fraction f at interface bond", fraction, "", 4)
 
 # Gap corrections given by valence and conduction shifts in each material
@@ -170,8 +187,4 @@
     offset_change = direct_offset(h) - offset_ref
     density_change = np.abs(2 * np.diag(p) - density_ref).max()
-    assert abs(change - predicted) < 0.03 * abs(midgap_step) + 1e-7
-    assert abs(offset_change - edge_change - change) < 2e-5
-    if name == "symmetric":
-        assert density_change < 1e-7
     print(f"{name}: shifts A {shifts_a}, B {shifts_b} Ha")
     print(f"  largest site-density change: {density_change:.1e} electrons")
@@ -179,4 +192,8 @@
     print(f"  lineup change {change:.5f}, predicted {predicted:.5f} Ha")
     show("  offset change read in junction", offset_change)
+    assert abs(change - predicted) < 0.03 * abs(midgap_step) + 1e-7
+    assert abs(offset_change - edge_change - change) < 2e-5
+    if name == "symmetric":
+        assert density_change < 1e-7
 
 # Bare charge-transfer error: electrons moved by hand across each interface bond
@@ -189,10 +206,10 @@
 v, h, p = self_consistent(h_start + np.diag(bare_potential))
 survived = bare + far_step(v) - lineup_ref
-assert abs(bare + 4 * np.pi * moved * SPACING / AREA) < 1e-9
-assert abs(survived / (bare * fraction) - 1) < 0.05
 show("bare error: electrons moved per chain", moved, "", 4)
 show("  bare lineup error", bare)
 show("  error after relaxation", survived)
-show("  bare error / interface permittivity", bare * fraction)
+show("  f times bare error", bare * fraction)
+assert abs(bare + 4 * np.pi * moved * SPACING / AREA) < 1e-9
+assert abs(survived / (bare * fraction) - 1) < 0.05
 
 # Nonlocal bond exchange, unequal and equal strengths
@@ -214,12 +231,7 @@
     fraction_new = far_step(inverse_dielectric(h_level) @ STEP)
     predicted = LEVEL_STEP * (fraction_new - fraction_start)
-    assert abs(offset_change - edge_change - change) < 2e-5
-    assert abs(change / predicted - 1) < 0.2
-    if name == "unequal exchange":
-        assert abs(change) < 0.25 * abs(edge_change)
     print(f"{name}: strengths A {k_a:.2f}, B {k_b:.2f} Ha")
     print(f"  valence-edge shifts A {shift_a:.5f}, B {shift_b:.5f} Ha")
-    print(f"  interface permittivity {1 / fraction_start:.4f} -> "
-          f"{1 / fraction_new:.4f}")
+    print(f"  f without level step {fraction_start:.4f} -> {fraction_new:.4f}")
     print(f"  lineup change {change:.5f}, predicted {predicted:.5f} Ha")
     print(f"  bulk edge part {edge_change:.5f} Ha = "
@@ -228,4 +240,8 @@
           f"{offset_change * HARTREE_EV:.3f} eV")
     show("  |lineup change / bulk edge part|", abs(change / edge_change), "", 3)
+    assert abs(offset_change - edge_change - change) < 2e-5
+    assert abs(change / predicted - 1) < 0.2
+    if name == "unequal exchange":
+        assert abs(change) < 0.25 * abs(edge_change)
 
 print("checks complete")
```

The mended program passes:

```
sheet spacing: 3.0 bohr
area per chain: 20.0 bohr^2
cells per material: 36
A strong, weak hopping: 0.120, 0.070 Ha
A uncorrected gap: 0.100 Ha
A permittivity, bulk formula: 9.2465
A permittivity, one-cell ramp: 9.2465
A surviving fraction, weak bond: formula 0.2391, step 0.2391
A surviving fraction, strong bond: formula -0.0228, step -0.0228
B strong, weak hopping: 0.140, 0.060 Ha
B uncorrected gap: 0.160 Ha
B permittivity, bulk formula: 4.0606
B permittivity, one-cell ramp: 4.0606
B surviving fraction, weak bond: formula 0.4804, step 0.4804
B surviving fraction, strong bond: formula 0.0122, step 0.0122
bare site-level step: 0.050 Ha
electrons moved to A per interface and chain: 0.01293
lineup from potential: -0.03233 Ha
lineup from dipole moment: -0.03233 Ha
bulk valence-edge step: 0.02000 Ha
valence offset read in junction: -0.01233 Ha
surviving fraction f at interface bond: 0.3433
symmetric: shifts A (-0.01, 0.01), B (-0.03, 0.03) Ha
  largest site-density change: 3.5e-12 electrons
  bulk edge part -0.02000, midgap step 0.00000 Ha
  lineup change -0.00000, predicted -0.00000 Ha
  offset change read in junction: -0.02000 Ha
asymmetric: shifts A (-0.01, 0.01), B (-0.04, 0.02) Ha
  largest site-density change: 2.3e-03 electrons
  bulk edge part -0.03000, midgap step -0.01000 Ha
  lineup change 0.00654, predicted 0.00657 Ha
  offset change read in junction: -0.02346 Ha
bare error: electrons moved per chain: 0.0050
  bare lineup error: -0.00942 Ha
  error after relaxation: -0.00326 Ha
  f times bare error: -0.00324 Ha
unequal exchange: strengths A 0.03, B 0.10 Ha
  valence-edge shifts A -0.00941, B -0.03888 Ha
  f without level step 0.3586 -> 0.4760
  lineup change 0.00584, predicted 0.00587 Ha
  bulk edge part -0.02947 Ha = -0.802 eV
  offset change in junction -0.02362 Ha = -0.643 eV
  |lineup change / bulk edge part|: 0.198
equal exchange: strengths A 0.05, B 0.05 Ha
  valence-edge shifts A -0.01608, B -0.01892 Ha
  f without level step 0.3586 -> 0.4468
  lineup change 0.00439, predicted 0.00441 Ha
  bulk edge part -0.00285 Ha = -0.077 eV
  offset change in junction 0.00154 Ha = 0.042 eV
  |lineup change / bulk edge part|: 1.542
checks complete
```
